\section*{Why octahedral d0 bis(imido) complexes favour cis imides}

\section{What the trans drawing gets wrong}

Suppose a six-coordinate d$^0$ bis(imido) precursor is drawn with its two imides trans and with a full metal--nitrogen triple bond to each. The drawing then contains four $\pi$ bonds, but the metal has two d orbitals able to form them. An electron count made from it credits the d shell with four electrons that it does not accept. A calculation started from it may also settle into the less stable isomer, with the wrong ligands opposite the imides.

The cis isomer does better, though not perfectly: three d orbitals serve the four nitrogen $\pi$ pairs. This count suggests a cis preference. Turning it into an energy needs one further step, because the total squared metal--ligand coupling is the same in both isomers. The energy difference comes from the way that coupling is shared among the d orbitals.

\section{Counting the available d orbitals}

Count the imide as NR$^{2-}$, with a linear M--N--R unit. Its nitrogen has a $\sigma$ pair pointing at the metal and two filled p orbitals perpendicular to the bond. Two imides therefore bring four $\pi$ pairs. In an octahedral complex the $\sigma$ bonds use the e$_g$ orbitals $d_{z^2}$ and $d_{x^2-y^2}$, which leaves $d_{xy}$, $d_{xz}$ and $d_{yz}$ for $\pi$ bonding.

Place imide 1 on $+x$. Its $p_y$ orbital has the symmetry of $d_{xy}$ about the bond, and its $p_z$ orbital that of $d_{xz}$. It cannot use $d_{yz}$, which has $\delta$ symmetry about the $x$ axis. Let $\beta$ be the coupling of one nitrogen p orbital to its d partner. Its overall sign can be absorbed into the orbitals, so take $\beta>0$.

For trans imides, put imide 2 on $-x$. Both $d_{xy}$ and $d_{xz}$ change sign between $+x$ and $-x$, so the second imide enters with minus signs. With rows $(p_{y1},p_{z1},p_{y2},p_{z2})$ and columns $(d_{xy},d_{xz},d_{yz})$,
\begin{equation}
C_{\rm trans}=\beta\begin{pmatrix}1&0&0\\0&1&0\\-1&0&0\\0&-1&0\end{pmatrix},
\qquad
C_{\rm trans}^{T}C_{\rm trans}=\beta^2\,{\rm diag}(2,2,0).
\end{equation}
The combinations $(p_{y1}-p_{y2})/\sqrt2$ and $(p_{z1}-p_{z2})/\sqrt2$ are bonding partners of $d_{xy}$ and $d_{xz}$. The two plus combinations find no d partner, and $d_{yz}$ finds no imide partner.

For cis imides, put imide 2 on $+y$. Its $\pi$ orbitals are $p_x$, which couples to $d_{xy}$, and $p_z$, which couples to $d_{yz}$. With rows $(p_{y1},p_{z1},p_{x2},p_{z2})$,
\begin{equation}
C_{\rm cis}=\beta\begin{pmatrix}1&0&0\\0&1&0\\1&0&0\\0&0&1\end{pmatrix},
\qquad
C_{\rm cis}^{T}C_{\rm cis}=\beta^2\,{\rm diag}(2,1,1).
\end{equation}
Now all three d orbitals are used. The two imides compete for $d_{xy}$ alone, through $(p_{y1}+p_{x2})/\sqrt2$, and the one combination without a d partner is $(p_{y1}-p_{x2})/\sqrt2$.

The factor 2 is the square of an enhanced coupling. For the normalized cis combination the matrix element with $d_{xy}$ is $(\beta+\beta)/\sqrt2=\sqrt2\,\beta$. The same patterns, $(2,1,1,0)$ and $(2,2,0,0)$, result when the couplings are taken from overlap integrals of three-dimensional Gaussian orbitals; the extra zero belongs to the fourth nitrogen combination.

In terms of d-based $\pi$ bonds, the trans isomer has two for two M--N linkages and the cis isomer three. With one $\sigma$ bond each, the nominal M--N bond orders are $2$ and $2.5$. These are counts of orbitals, not measures of bond strength.

\section{Why the count becomes an energy}

\subsection{One pair and one d orbital}

Set the energy of the d$_\pi$ orbitals to zero and that of the nitrogen p orbitals to $-\Delta$, with $\Delta>0$. Use orthogonal orbitals, one-electron energies and no direct coupling between the nitrogens. A ligand combination with squared coupling $u$ to one d orbital then obeys
\begin{equation}
\det\begin{pmatrix}-\Delta-E&\sqrt u\\ \sqrt u&-E\end{pmatrix}
=E^2+\Delta E-u=0,
\end{equation}
so that
\begin{equation}
E_\pm=-\frac{\Delta}{2}\pm\sqrt{\frac{\Delta^2}{4}+u}.
\end{equation}
The bonding level lies below the free ligand level by
\begin{equation}
s(u)=-\Delta-E_-=\sqrt{\frac{\Delta^2}{4}+u}-\frac{\Delta}{2}.
\label{eq:s}
\end{equation}
The antibonding level is $E_+=s(u)$, so it lies above the free d level by the same amount.

In a d$^0$ complex the four ligand-based levels are filled with two electrons each. Relative to uncoupled ligands,
\begin{align}
E_{\rm cis}&=-2\left[s(2\beta^2)+2s(\beta^2)\right],\\
E_{\rm trans}&=-4s(2\beta^2),\\
E_{\rm cis}-E_{\rm trans}&=-2\left[2s(\beta^2)-s(2\beta^2)\right].
\label{eq:main}
\end{align}

\subsection{The sign}

The derivative of Eq.~(\ref{eq:s}),
\begin{equation}
s'(u)=\frac{1}{2\sqrt{\Delta^2/4+u}},
\end{equation}
falls as $u$ grows: each further unit of squared coupling to the same d orbital yields less energy. For any positive $a$ and $b$, using $s(0)=0$,
\begin{equation}
s(a)+s(b)-s(a+b)=\int_0^b\left[s'(t)-s'(a+t)\right]dt>0.
\label{eq:sub}
\end{equation}
Setting $a=b=\beta^2$ makes the bracket in Eq.~(\ref{eq:main}) positive. Within this model cis is therefore lower for every nonzero $\beta$.

Equation~(\ref{eq:sub}) also covers two different $\pi$ donors with couplings $\beta_1$ and $\beta_2$ and the same $\Delta$. In the trans isomer both d orbitals carry $\beta_1^2+\beta_2^2$; in the cis isomer the shared orbital carries that sum, and the other two carry $\beta_1^2$ and $\beta_2^2$. Hence
\begin{equation}
E_{\rm cis}-E_{\rm trans}=-2\left[s(\beta_1^2)+s(\beta_2^2)-s(\beta_1^2+\beta_2^2)\right]<0.
\end{equation}
The preference vanishes as either donor loses its $\pi$ coupling. It is a result of competition between two donors.

\subsection{Weak and strong coupling}

For $\beta\ll\Delta$, expand the square root:
\begin{equation}
s(u)=\frac{u}{\Delta}-\frac{u^2}{\Delta^3}+\frac{2u^3}{\Delta^5}+\cdots .
\end{equation}
The first term depends on the sum of the squared couplings, which is $4\beta^2$ in both isomers. It gives no preference. The next terms give
\begin{align}
2s(\beta^2)-s(2\beta^2)
&=\frac{(-2+4)\beta^4}{\Delta^3}+\frac{(4-16)\beta^6}{\Delta^5}+\cdots,\\
E_{\rm cis}-E_{\rm trans}
&=-\frac{4\beta^4}{\Delta^3}\left(1-\frac{6\beta^2}{\Delta^2}+\cdots\right).
\label{eq:weak}
\end{align}
An estimate that adds up second-order bond energies, one per ligand, thus misses the effect entirely. At $\Delta=3$ eV and $\beta=0.1$ eV, diagonalization gives $-1.472\times10^{-5}$ eV and the leading term $-1.481\times10^{-5}$ eV. The difference of about 0.7\% of the leading term is the size of the correction in Eq.~(\ref{eq:weak}).

For $\beta\gg\Delta$, $s(u)\simeq\sqrt u-\Delta/2$, and
\begin{equation}
E_{\rm cis}-E_{\rm trans}\simeq-2(2-\sqrt2)\beta+\Delta .
\end{equation}
The advantage then grows linearly with $\beta$. Strong $\pi$ donors feel the sharing of d orbitals far more than weak ones.

\section{How large the effect is}

Take the round values $\Delta=3$ eV and $\beta=2$ eV, chosen to represent strong $\pi$ bonding and not fitted to a compound. Then
\begin{align}
s(\beta^2)&=\sqrt{2.25+4}-1.5=1.000\ {\rm eV},\\
s(2\beta^2)&=\sqrt{2.25+8}-1.5=1.702\ {\rm eV}.
\end{align}
The $\pi$ energies are $-2(1.702+2.000)=-7.403$ eV for cis and $-4(1.702)=-6.806$ eV for trans, where the last digits follow from unrounded values. The difference is
\begin{equation}
E_{\rm cis}-E_{\rm trans}=-0.597\ {\rm eV}=-57.6\ {\rm kJ/mol}.
\end{equation}
It is less than a tenth of either $\pi$ energy, because most of the bonding is common to the two isomers. It is still about 17 times the thermal energy of 0.0345 eV at 400 K. At fixed $\Delta$, the difference is $-0.088$ eV for $\beta=1$ eV and $-1.416$ eV for $\beta=3$ eV, so its size depends strongly on the chosen coupling.

\section{Two d electrons reverse the preference}

The orbital that trans imides leave unused becomes an asset once the metal has electrons to put there. Consider a low-spin d$^2$ complex with the same $\Delta$ and $\beta$, and with the e$_g$ orbitals too high to be occupied. In the trans isomer the extra pair enters $d_{yz}$ at zero energy. In the cis isomer every d$_\pi$ orbital is antibonding, and the lowest two lie at $s(\beta^2)$. Adding the cost of the pair to Eq.~(\ref{eq:main}) gives
\begin{align}
\left(E_{\rm cis}-E_{\rm trans}\right)_{d^2}
&=-2\left[2s(\beta^2)-s(2\beta^2)\right]+2s(\beta^2)\nonumber\\
&=2\left[s(2\beta^2)-s(\beta^2)\right]>0 .
\end{align}
The sign follows because $s$ increases with $u$. For the example the result is $+1.403$ eV, or $+135$ kJ/mol, in favour of trans.

This value omits electron repulsion. The two lowest cis d orbitals are degenerate, so a high-spin cis state could recover some exchange energy. The comparison shows why the cis rule must carry the label d$^0$.

\section{What the simple model leaves out}

The corrections below are each sized separately, with round parameters and $\Delta$ and $\beta$ unchanged. They should not be added as if independent.

\subsection{Sigma bonds}

The $\sigma$ donors also compete for d orbitals. In the basis $(d_{z^2},d_{x^2-y^2})$, a donor on either side of the $x$ axis couples along the unit vector $(-\tfrac12,\tfrac{\sqrt3}{2})$, one on the $y$ axis along $(-\tfrac12,-\tfrac{\sqrt3}{2})$, and one on the $z$ axis along $(1,0)$. Let the imides have $\sigma$ coupling $V$ and the other four ligands $v$, all at the same ligand level. Six equal donors would give $3v^2$ to each e$_g$ orbital. Replacing two of them by imides adds $V^2-v^2$ along each imide vector. Two trans imides have parallel vectors; two cis imides have vectors with scalar product $-\tfrac12$. The squared couplings are therefore
\begin{align}
{\rm trans}:&\quad 3v^2+2(V^2-v^2),\quad 3v^2,\\
{\rm cis}:&\quad 3v^2+\tfrac32(V^2-v^2),\quad 3v^2+\tfrac12(V^2-v^2).
\end{align}
The sums agree, but the cis values are more even, so concavity again favours cis. For $V=3$ eV, $v=2$ eV and a $\sigma$ gap of 6 eV the contribution is $-0.072$ eV, small beside the $\pi$ term.

\subsection{Other pi donors}

Each d$_\pi$ orbital of an octahedral complex can couple to one p orbital on each of four ligands. In the trans isomer, $d_{yz}$ meets the four spectator ligands and no imide. If the spectators are $\pi$ donors, the orbital unused by the imides is not idle. With a spectator coupling of 0.8 eV and a gap of 4 eV, the $\pi$ difference falls from $-0.597$ to $-0.328$ eV. This is the largest of the corrections sized here, a loss of about 45\%.

\subsection{Metal p orbitals}

The trans combinations $(p_{y1}+p_{y2})/\sqrt2$ and $(p_{z1}+p_{z2})/\sqrt2$ lack a d partner, but they have the symmetry of the metal $p_y$ and $p_z$ orbitals. Those orbitals stabilize pairs that would otherwise be nonbonding. With a coupling of 1 eV and metal p orbitals 6 eV above the d$_\pi$ level, the cis advantage falls to 0.403 eV. The count of two against three refers to d orbitals; it does not say that the remaining trans pairs have no bonding at all.

\subsection{Opening the N--M--N angle}

Let the cis angle open from $90^\circ$ to $\theta$, symmetrically about the line $x=y$, so that each bond turns by $\delta=(\theta-90^\circ)/2$. Two things happen. The out-of-plane p$_z$ orbitals begin to compete, and their squared couplings change from $(1,1)\beta^2$ to $(1+\cos\theta,\,1-\cos\theta)\beta^2$. Concavity makes this unfavourable. In the plane, the squared coupling to $d_{xy}$ falls from $2\beta^2$ to $2\beta^2\cos^2 2\delta$, while the formerly nonbonding combination gains $2\beta^2\sin^2 2\delta$ with $d_{x^2-y^2}$. That orbital is higher, so the exchange need not pay.

With the e$_g$ orbitals held 5 eV above d$_\pi$, opening to $105^\circ$ raises the $\pi$ energy by 0.071 eV. At these parameters, then, $\pi$ bonding does not drive the opening. Where these parameters are a fair description, an angle above $90^\circ$ points to another contribution, such as repulsion between the imides, which this model lacks. A lower e$_g$ level would make the opening less costly in $\pi$ energy, and a sufficiently low one would make it favourable.

\section{A tungsten complex}

A calculation on a molecule tests whether the orbital pattern survives when $\sigma$ bonding, electrostatics and the other ligands are all present. The example is [W(NH)$_2$F$_4$]$^{2-}$, treated by density-fitted Hartree--Fock theory with LANL2DZ and its core potential on W and 6-31G on the other atoms. Both isomers are held at ideal octahedral angles and linear W--N--H units, with W--N, N--H and W--F distances of 1.76, 1.02 and 1.95 \AA.

Cis is lower by 0.249 eV, or 24 kJ/mol. The digits are not converged: at the same geometry the def2-SVP basis gives 0.277 eV, a shift of about 0.03 eV, and second-order perturbation theory in the smaller basis gives about 0.44 eV. The sign is the same in all three. This is a total-energy difference and cannot be read as the $\pi$ term alone. The L\"owdin populations of the tungsten d$_\pi$ orbitals, in electrons, show where the ligands donate:
\begin{center}
\begin{tabular}{lccc}
 & $d_{xy}$ & $d_{xz}$ & $d_{yz}$\\
cis & 0.739 & 0.800 & 0.800\\
trans & 0.923 & 0.923 & 0.389
\end{tabular}
\end{center}
In the trans isomer $d_{yz}$ is the least populated of the three, as the count predicts; it holds less than half the population of either partner. It is not empty, because the fluorides can donate into it. The imide s and p functions in this basis cannot: on the $x$ axis none of them changes sign under both $y\to-y$ and $z\to-z$, as $d_{yz}$ does.

One detail departs from the simple model. In the cis isomer $d_{xy}$, shared by both imides, would be expected to receive the most charge, yet it has slightly less than the other two. The populations depend on the basis and on the partitioning. With def2-SVP the entries of the table fall by 0.02 to 0.06 electron, and this deficit shrinks from 0.06 to 0.02 without changing sign. The two-level model therefore describes which orbitals are available better than it describes the exact division of charge among them. This calculation does not identify the cause.

The calculation omits electron correlation, relaxation of the bond lengths, spin--orbit coupling, vibrations and surroundings. The highest occupied orbital of the isolated dianion has a positive energy, about 1 eV, so the finite basis is what confines its outer electrons. The calculation can show the orbital pattern but cannot predict an isomer ratio. Relaxation matters in particular, because the two isomers prefer different W--N distances. Lengthening these bonds from 1.76 to 1.80 \AA\ lowers the trans isomer much more than the cis and cuts the difference by more than half. The value above therefore belongs to the chosen geometry; the order after full relaxation is not established here.

\section{Using the result for precursors}

Six-coordinate tungsten bis(\emph{tert}-butylimido) dichlorides carrying two neutral nitrogen donors are a real case to which this argument applies, and their imides are cis. The W--N distance used above is typical of such strong bonds. The values of $\Delta$ and $\beta$ are representative choices, and the model difference of 58 kJ/mol is not a property of any of these compounds. Their chlorides are $\pi$ donors, which breaks the assumption of $\pi$-innocent spectators; four donors of the strength assumed above would reduce the model value to about 0.33 eV, and two donors of that strength, the number of chlorides here, would reduce it by less. Their bulky substituents repel each other more when cis, an effect not sized here. The related volatile precursor W(N$^t$Bu)$_2$(NMe$_2$)$_2$ is four-coordinate, so the octahedral cis--trans question does not arise for it.

For a new six-coordinate d$^0$ complex with two strong, nearly linear imides, the cis isomer is the sensible first structure. The trans isomer should still be optimized, especially if the substituents are very bulky, a chelate fixes the other positions, or the spectators are strong $\pi$ donors. The populations of the three d$_\pi$ orbitals can then help with diagnosis: in the tungsten example, one orbital well below the other two marked the trans isomer. Stronger $\pi$ donation from the spectators can raise that population and blur the contrast.

The d-electron count should be checked before the rule is applied. Reduction by two electrons can reverse the preference, so a d$^0$ structure is a poor guide to its d$^2$ relative. The main model values and the LANL2DZ/6-31G Hartree--Fock results at 1.76 \AA\ can be compared with the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
squared couplings / beta^2, cis: [2. 1. 1. 0.]
squared couplings / beta^2, trans: [2. 2. 0. 0.]
d-pi orbitals reached: cis 3, trans 2
sum of squares / beta^2: cis 4.0000, trans 4.0000
model gap 3.0 eV, beta 2.0 eV, eg raised 5.0 eV
s(beta^2) = 1.0000 eV, s(2 beta^2) = 1.7016 eV
pi energy: cis -7.4031 eV, trans -6.8062 eV
d0 E(cis)-E(trans) = -0.5969 eV = -57.6 kJ/mol
d2 E(cis)-E(trans) = 1.4031 eV = 135.4 kJ/mol
weak beta 0.1 eV: diagonalized -1.4717e-05 eV, quartic law -1.4815e-05 eV
beta 1.0 eV: d0 E(cis)-E(trans) = -0.0880 eV
beta 2.0 eV: d0 E(cis)-E(trans) = -0.5969 eV
beta 3.0 eV: d0 E(cis)-E(trans) = -1.4164 eV
sigma inputs: imide 3.0, other 2.0, gap 6.0 eV
sigma part of E(cis)-E(trans) = -0.0718 eV
spectator pi inputs: coupling 0.8, gap 4.0 eV
pi difference with spectators = -0.3276 eV
metal p inputs: coupling 1.0, level 6.0 eV
pi difference with metal p = -0.4028 eV
cis pi energy change, 90 to 105 deg = 0.0714 eV
thermal energy at 400 K = 0.0345 eV
W complex bonds: W-N 1.76, N-H 1.02, W-F 1.95 angstrom
Hartree-Fock E(cis)-E(trans) = -0.249 eV = -24 kJ/mol
W d populations, cis (electrons): xy 0.739, xz 0.800, yz 0.800
W d populations, trans (electrons): xy 0.923, xz 0.923, yz 0.389
\end{verbatim}
